# Reducible two-photon exchange and the frequency derivative of the exchange operator

**Q.** Second-order perturbation theory omits intermediate states degenerate with the reference state. Why should such states contribute when two photons are exchanged in an atom?

**A.** They may be omitted when the interaction does not depend on energy; photon exchange does. Take $\hbar=c=m=1$ and electrons in eigenstates of the Dirac–Coulomb Hamiltonian $h$, with energies $\varepsilon_n$. The reference state $\Phi$ is a determinant of energy $E_0$, assumed to be the single antisymmetric state of that energy, parity and angular momentum $J,M_J$. Let $g(E)$ be the Fourier transform of the Green function with a common time for all incoming and a common time for all outgoing electrons, projected on $\Phi$, and $z=E-E_0$, so that $g^{(0)}=1/z$. Inserting eigenstates of the full Hamiltonian gives $g=\mathcal A/(z-\Delta E)$ plus terms regular near $z=0$, if the level is isolated. With $\oint$ meaning $\frac1{2\pi i}\oint dE$ around that pole, $\oint g=\mathcal A$ and $\oint zg=\mathcal A\,\Delta E$. Since $\oint g^{(0)}=1$ and $\oint zg^{(0)}=0$, we have $\Delta E=\oint z\Delta g/(1+\oint\Delta g)$, and order by order

$$\Delta E^{(1)}=\oint z\,\Delta g^{(1)},\qquad \Delta E^{(2)}=\oint z\,\Delta g^{(2)}-\oint z\,\Delta g^{(1)}\oint\Delta g^{(1)} .$$

A degenerate intermediate state gives $\Delta g^{(2)}$ a triple pole $L(E)/z^3$, and then $\oint z\Delta g^{(2)}=L'(E_0)$. For an instantaneous interaction $L$ is constant.

**Q.** What is the interaction, and is the level isolated if photons are massless?

**A.** In Feynman gauge $I(\omega)=\alpha(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)e^{i|\omega|r}/r$, $r=r_{12}$, and $I_{ab,cd}=\langle ab|I|cd\rangle$ takes $c\to a$ on line 1 and $d\to b$ on line 2. It is a superposition of modes,

$$I(\omega)=\int_0^\infty\!dk\,\rho(k)D_k(\omega),\qquad D_k(\omega)=\frac1{\omega-k+i0}+\frac1{-\omega-k+i0},$$

with $\rho=-\alpha(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\sin(kr)/(\pi r)$. At $\omega=iw$, $D_k=-2k/(k^2+w^2)$, and the sine transform $\frac2\pi\int_0^\infty k\sin(kr)\,dk/(k^2+w^2)=e^{-wr}$ gives $e^{-wr}/r$, which continues to $e^{i|\omega|r}/r$. Diagrams are linear in each photon, so one mode per photon suffices. Define

$$I^+(x)=\frac{i}{2\pi}\int d\omega\,\frac{I(\omega)}{x-\omega+i0}.$$

Closing below picks up the pole $\omega=k-i0$ alone, with $\frac{i}{2\pi}(-2\pi i)=1$, so a unit mode has $I^+(x)=1/(x-k)$, and $I(\omega)=I^+(\omega)+I^+(-\omega)$. The derivatives combine in two ways:

$$I'(\Delta)=I^{+\prime}(\Delta)-I^{+\prime}(-\Delta),\qquad M(\Delta)=I^{+\prime}(\Delta)+I^{+\prime}(-\Delta).$$

With massless photons the level touches a cut. I give the photon a mass $\mu$, so that $k\ge\mu$, larger than the transition energies involved, and continue the final expressions to $\mu\to0$. That continuation is a prescription here: the model checks below all have an isolated level. At finite $\mu$, $I$ is even and analytic at $\omega=0$, so $I'(0)=0$.

**Q.** Then evaluate the subtraction term first.

**A.** The rules are $1/(p-\varepsilon+i0)$ for a positive-energy line, $I(\omega)$ for a photon and $\frac i{2\pi}\int$ for each free energy variable. For $i_1i_2\to f_1f_2$, both of energy $E_0$, the two denominators of a pair add up to $z$, so

$$\frac1{(p-\varepsilon_1+i0)(E-p-\varepsilon_2+i0)}=\frac{b(p)}z,\quad b(p)=\frac1{p-\varepsilon_1+i0}+\frac1{E-p-\varepsilon_2+i0},$$

and $\Delta g^{(1)}=z^{-2}(\frac i{2\pi})^2\iint dp'dp\;b_f(p')I(p'-p)b_i(p)$. Integrate over $p$ at fixed $\omega=p'-p$. The products first-first and second-second have both poles on one side and vanish. The product of $1/(p+\omega-\varepsilon_{f_1}+i0)$ and $1/(E-p-\varepsilon_{i_2}+i0)$ gives $1/(z-\Delta+\omega+i0)$ with $\Delta=\varepsilon_{f_1}-\varepsilon_{i_1}$, and the other cross product gives $1/(z+\Delta-\omega+i0)$. Since $I$ is even,

$$\Delta g^{(1)}=z^{-2}\,[I^+(z+\Delta)+I^+(z-\Delta)],$$

so $\oint z\Delta g^{(1)}=I(\Delta)$ and $\oint\Delta g^{(1)}=M(\Delta)$. A spectator $c$ shifts $E\to E-\varepsilon_c$, because $\frac i{2\pi}\int dq\,g_2(E-q)/(q-\varepsilon_c+i0)$, closed below, is $g_2(E-\varepsilon_c)$.

**Q.** That is $M$, the even combination, not $I'$.

**A.** $I'$ comes from the diagram. Take three electrons, with lines $i_1\to f_1$, $i_2\to n\to f_2$, $i_3\to f_3$. Photon $B$ joins lines 2 and 3, photon $A$ joins lines 1 and 2, and on line 2 the vertex $B_2$ precedes $A_2$. Let $\Delta_A=\varepsilon_{f_1}-\varepsilon_{i_1}$ and $\Delta_B=\varepsilon_{f_3}-\varepsilon_{i_3}$; the reducible case is $\varepsilon_n=\varepsilon_{i_2}-\Delta_B$, a bound state. Each factor $i/(p-\varepsilon+i0)$ is the transform of $\theta(t)e^{-i\varepsilon t}$, and the two terms of $D_k$ are the two time directions of the photon. Integrating over the vertex times within one ordering therefore gives a product of factors $1/(E-E_{\rm state})$ for the states between successive vertices, as in the two terms of $\Delta g^{(1)}$. The constraint $B_2<A_2$ leaves $4!/2=12$ orderings.

The vertices change the electron energy by $+\Delta_A$ ($A_1$), $-\Delta_A$ ($A_2$), $-\Delta_B$ ($B_2$), $+\Delta_B$ ($B_3$). At $z=0$ a photon in flight contributes to the denominator $x=\Delta-k$ if its line-2 vertex came first and $y=-\Delta-k$ otherwise; with both in flight the contributions add.

In four orderings $B$ is absorbed before $A$ is emitted. The middle denominator is $z$, and they sum to $z^{-3}[I_A^+(z+\Delta_A)+I_A^+(z-\Delta_A)][I_B^+(z+\Delta_B)+I_B^+(z-\Delta_B)]$, whose contribution $L'(E_0)$ is $I_AM_B+M_AI_B$. The other eight have only the outer $z^{-2}$ and are evaluated at $z=0$, with $s$ the sum of the two contributions:

- $x_B,x_A$: $B_2A_2B_3A_1$ and $B_2A_2A_1B_3$ give $\frac1{x_Bs}\left(\frac1{x_A}+\frac1{x_B}\right)=\frac1{x_Ax_B^2}$.
- $x_B,y_A$: $B_2A_1A_2B_3$, $B_2A_1B_3A_2$, $A_1B_2A_2B_3$, $A_1B_2B_3A_2$ give $\frac1s\left(\frac1{x_B}+\frac1{y_A}\right)^2=\frac1{x_By_A^2}+\frac1{x_B^2y_A}$.
- $y_B,x_A$: $B_3<B_2<A_2<A_1$ allows no overlap.
- $y_B,y_A$: $B_3A_1B_2A_2$ and $A_1B_3B_2A_2$ give $\frac1{sy_A}\left(\frac1{y_B}+\frac1{y_A}\right)=\frac1{y_By_A^2}$.

The total is $I_A/x_B^2+I_B/y_A^2$, as $I=1/x+1/y$. Now $1/x_B^2=-I_B^{+\prime}(\Delta_B)=-\frac12(M_B+I_B')$ and $1/y_A^2=-I_A^{+\prime}(-\Delta_A)=-\frac12(M_A-I'_A)$. Adding all twelve,

$$\oint z\,\Delta g^{(2)}=\tfrac12(I_AM_B+M_AI_B)+\tfrac12(I_A'I_B-I_AI_B').$$

The odd combination arises because line 2 forbids the orderings with $A_2<B_2$, which breaks the symmetry between the two time directions of each photon.

As a check take $k_A=3$, $k_B=4$, $\Delta_A=0.5$, $\Delta_B=0.75$ in a model unit u. Then $I_A=2k/(\Delta^2-k^2)=-0.685714$ u, $I_B=-0.518219$ u, $I_A'=-4k\Delta/(\Delta^2-k^2)^2=-0.078367$, $I_B'=-0.050353$, $M_A=-0.241633$, $M_B=-0.138996$. The $M$ part is $\frac12(0.685714\cdot0.138996+0.241633\cdot0.518219)=0.110265$ u and the derivative part $\frac12(0.078367\cdot0.518219-0.685714\cdot0.050353)=0.003042$ u. The four-fold energy integral and the contour, done by residues without time orderings, give $0.113307$ u.

For nondegenerate $n$, of either energy sign, the pole is double. Applying the identity for $b$ twice to each set of three external lines, and using $\frac i{2\pi}b(p)=\delta(p-\varepsilon_1)$ at $z=0$, puts lines 1 and 3 on shell and gives the irreducible term $I_AI_B/(\varepsilon_{i_2}-\Delta_B-\varepsilon_n)$.

**Q.** Does the two-electron ladder also reduce to $I'$ at a transition frequency?

**A.** No; there the statement must be weakened. For $i\to n_1n_2\to f$ with $\varepsilon_{n_1}+\varepsilon_{n_2}=E_0$ the identity applies three times:

$$L(E)=\Big(\frac i{2\pi}\Big)^3\!\iiint b_f(p')\,I_A(p'-q)\,b_n(q)\,I_B(q-p)\,b_i(p).$$

Shift $p',q,p$ by $z/2$, which leaves the photon arguments unchanged. Then $b=1/(u+z/2+i0)+1/(-u+z/2+i0)$ with $u=p-\varepsilon_1$, and $\partial_zb=-\frac12[(u+i0)^{-2}+(-u+i0)^{-2}]$ at $z=0$, while each undifferentiated bracket is a delta function. Differentiating $b_f$ sets $q=\varepsilon_{n_1}$, $p=\varepsilon_{i_1}$, and by $I^{+\prime}(x)=-\frac i{2\pi}\int I\,d\omega/(x-\omega+i0)^2$ gives $\frac12M_AI_B$; $b_i$ likewise gives $\frac12I_AM_B$. Differentiating $b_n$ leaves, with $u=q-\varepsilon_{n_1}$ and $F(q)=I_A(\varepsilon_{f_1}-q)I_B(q-\varepsilon_{i_1})$,

$$-\frac12\frac i{2\pi}\int dq\,F\Big[\frac1{(u+i0)^2}+\frac1{(u-i0)^2}\Big]=-\frac i{2\pi}\,{\rm P}\!\!\int dq\,\frac{F'(q)}u .$$

The step is integration by parts, $\int F/(u\pm i0)^2=\int F'/(u\pm i0)$, followed by $1/(u\pm i0)={\rm P}/u\mp i\pi\delta(u)$. The delta terms, which would give $I'$ at fixed frequencies, cancel, and the derivative stays under an integral. For $k>|\Delta|$ the poles of $F$ lie in the second and fourth quadrants of $u$, so the line can be turned to $u=iy$; the two small arcs at $u=0$ cancel, $F'(\bar q)=\overline{F'(q)}$, and the term becomes $\frac1\pi\int_0^\infty{\rm Im}F'(\varepsilon_{n_1}+iy)\,dy/y$. With the model numbers above, now with $\Delta_A=\varepsilon_{f_1}-\varepsilon_{n_1}$ and $\Delta_B=\varepsilon_{n_1}-\varepsilon_{i_1}$, quadrature gives $0.081569$ u, and $0.110265+0.081569=0.191834$ u is the residue value of the triple integral.

**Q.** Each diagram carries half of $IM+MI$. Why should the subtraction remove that?

**A.** Work in the product space of three labelled lines. Let $\Pi$ project on all products of energy $E_0$, and let $V=\sum_{i<j}I_{ij}$ and $\mathcal M=\sum_{i<j}M_{ij}$ have on-shell arguments. The two photons attach to an ordered couple of pairs: three couples with the same pair (ladder with a spectator) and six with different pairs, which share one line (three-electron diagram). All nine give $\frac12\langle\Phi|V\Pi\mathcal M+\mathcal M\Pi V|\Phi\rangle$. The operator $\Pi V\Pi$ commutes with permutations, rotations and inversion, so $\Pi V\Phi$ is antisymmetric with the same parity and $J,M_J$, hence $\Delta E^{(1)}\Phi$ by assumption, and likewise from the left. The sum is $\Delta E^{(1)}\langle\mathcal M\rangle$, the subtraction term. If the interaction couples $\Phi$ to another antisymmetric state of the same energy, this step fails. If the other state is merely close, with an energy gap smaller than the coupling, the step holds but the expansion fails, because the gap appears as a small denominator. In both cases $g$ must be a matrix over these states.

With $\Phi=6^{-1/2}\sum_P(-1)^P|P(abc)\rangle$ the six line assignments cancel the $1/6$, and with $f=P(abc)$, $i=Q(abc)$,

$$\Delta E_{3,\rm red}=\tfrac12\sum_{PQ}(-1)^{P+Q}\sum_n\big[I'_{f_1f_2,i_1n}(\Delta_A)I_{nf_3,i_2i_3}(\Delta_B)-I_{f_1f_2,i_1n}(\Delta_A)I'_{nf_3,i_2i_3}(\Delta_B)\big],$$

where $\varepsilon_{i_1}+\varepsilon_n+\varepsilon_{f_3}=E_0$. For each orbital pair the ladder leaves the principal-value term, summed over degenerate $n_1n_2$ and over $f=P(ab)$ with sign $(-1)^P$. Since each photon acts on one pair of lines only, the intermediate product is not antisymmetrized, and the sum over $n$ includes intermediate products such as $1s_\uparrow1s_\uparrow2s_\downarrow$, which violate the Pauli principle and must be kept.

Two Hamiltonian checks use no Green function, both with $H=\sum\varepsilon a^\dagger a+\sum kb^\dagger b+\sum\hat v(b+b^\dagger)$. For spinless fermions in five levels, the three-body part of the fourth-order energy, $E_4(abc)-\sum E_4({\rm pairs})+\sum E_4({\rm singles})$, is $-6.81908\times10^{-3}$ u, equal to irreducible $-9.45950\times10^{-3}$ plus reducible $+2.64042\times10^{-3}$ u. In a model with spin degeneracy and spin-flip vertices, the exchange terms bilinear in two photon species give $0.43677-0.02940+0.51700-0.40983-0.00788=0.50666$ u (ladder irreducible and reducible, crossed, three-electron irreducible and reducible, no $M$ terms), the fourth-order value from the Hamiltonian.

**Q.** Does the ladder term survive $\mu\to0$?

**A.** Not by itself. At small $k$ the scalar part of $\rho$ is $-\alpha k/\pi$ times the unit operator. For a soft unit-vertex photon and nearly constant $I_A$, the ladder term is $I_A\cdot\frac12M_k(0)=-I_A/k^2$, and $\int dk\,k/k^2$ is a logarithm of $\mu$. The partner is the crossed diagram, where line 1 meets photon $X$ then $Y$ and line 2 the reverse. Both internal denominators contain $+q$, so for intermediate states $n_1,n_2$ of the same energy sign their poles lie on the same side of the axis and give no factor $1/z$. If one of them has negative energy, its $i0$ changes sign and the poles lie on opposite sides, but they cannot meet, because $|\varepsilon_{n_1}-\varepsilon_{n_2}|$ then exceeds $mc^2$ and so any difference of bound-state energies; the formula below is written for positive energies. Only the outer $z^{-2}$ remains, the external brackets become delta functions at $z=0$, no $M$ term arises, and the diagram is $\frac i{2\pi}\int dq\,F(q)/[(q-\varepsilon_{n_1}+i0)(q+\varepsilon_{i_2}-\varepsilon_{f_1}-\varepsilon_{n_2}+i0)]$, $F=I_Y(\varepsilon_{f_1}-q)I_X(q-\varepsilon_{i_1})$. If $X$ is the soft photon, $n_1=i_1$, $n_2=f_2$, and both denominators are $u+i0$, $u=q-\varepsilon_{i_1}$. Ladder plus crossed has the kernel $\frac12[(u+i0)^{-2}-(u-i0)^{-2}]$, which by parts gives $\frac i{2\pi}(-i\pi)F'=\frac12F'(\varepsilon_{i_1})=-\frac12I'(\Delta)D_k(0)$, using $D_k'(0)=0$. If $Y$ is soft, the centre is $\varepsilon_{f_1}$ and the result is $+\frac12I'(\Delta)D_k(0)$. The two cancel. In the spin model the ladder term is $2.2740\times10^3$ u at $k=0.01$ u and $2.2740\times10^5$ u at $k=0.001$ u, and the crossed term is its negative.

**Q.** $I(\Delta)$ on shell is gauge independent, but $I'$ probes it off shell. Is your term meaningful?

**A.** It depends on gauge, and the dependence confirms its coefficient. In momentum space $e^{i\omega r}/r\to4\pi/(\kappa^2-\omega^2)$ and $T=(e^{i\omega r}-1)/(\omega^2r)\to4\pi/[\kappa^2(\kappa^2-\omega^2)]$, with $\nabla_1\to i\boldsymbol\kappa$, $\nabla_2\to-i\boldsymbol\kappa$. The Coulomb term plus the transverse projector is therefore $I_C=\alpha[1/r-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\,e^{i\omega r}/r+(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)T]$ for $\omega>0$. From $[h,f]=-i\boldsymbol\alpha\cdot\nabla f$ follows $\langle a|\boldsymbol\alpha\cdot\nabla f|c\rangle=i\varepsilon_{ac}f_{ac}$, $\varepsilon_{ac}=\varepsilon_a-\varepsilon_c$. Hence

$$I_F-I_C=(\omega^2+\varepsilon_{ac}\varepsilon_{bd})\,S(\omega)/\omega^2,\qquad S=\alpha\langle ab|(e^{i\omega r}-1)/r|cd\rangle .$$

For $\varepsilon_{ac}=-\varepsilon_{bd}=\Delta$ the prefactor $1-\Delta^2/\omega^2$ vanishes at $\omega=\Delta$ with slope $2/\Delta$, so $I'_F-I'_C=2S(\Delta)/\Delta$.

Resolved into plane waves, the difference is a sum of terms $\delta I=(\omega^2+\varepsilon_{ac}\varepsilon_{bd})c(\omega)f_{ac}\bar f_{bd}$ with local functions $f,\bar f$; take $c$ finite. Put $\delta I$ on photon $A$. The prefactor is $\Delta_A(\Delta_A+\varepsilon_{f_2}-\varepsilon_n)$, and the bracket equals the irreducible denominator by energy conservation, so each nondegenerate $n$ gives $\Delta_A\,c\,f_{f_1i_1}\bar f_{f_2n}I_B$. For degenerate $n$, $\delta I=0$ and $\frac12\delta I'I_B=\frac12\cdot2\Delta_A\,c\,f\bar fI_B$, the same expression. The sum over $n$ is then complete, negative energies included, and closure gives $\Delta_Acf_{f_1i_1}\langle f_2|\bar fv|i_2\rangle$, with $v$ the other photon's vertex on line 2. When $\delta I$ acts first on line 2 (exchange labels 1 and 3 in both $P$ and $Q$, which keeps the sign), the prefactor is minus $\Delta$ times the denominator, the reducible term is $-\frac12I\,\delta I'$, and closure gives $-\langle f_2|v\bar f|i_2\rangle$. What remains is $[\bar f,v]$, zero for the vertices of either gauge, which are Dirac matrices times local functions; the photons are changed one at a time. In the five-level model, to first order in $\delta I$, the irreducible part moves by $+0.0250317$ u and the reducible part by $-0.0250317$ u, whereas a non-commuting $f$ leaves $-0.184$ u.

**Q.** How large is it in an ion?

**A.** Take lithium-like lead, $1s^22s$, with point-nucleus Dirac–Coulomb orbitals $\psi=(G\chi,-iF\boldsymbol\sigma\cdot\mathbf n\,\chi)/(r\sqrt{4\pi})$. Using $\sigma_i\boldsymbol\sigma\cdot\mathbf n=n_i+i(\mathbf n\times\boldsymbol\sigma)_i$ and its adjoint, $4\pi r^2\psi_a^\dagger\psi_c=\varrho\,\delta$ and $4\pi r^2\psi_a^\dagger\boldsymbol\alpha\psi_c=-iu\,\mathbf n\,\delta+w\,\mathbf n\times\mathbf s$, where $\varrho=G_aG_c+F_aF_c$, $u=G_aF_c-F_aG_c$, $w=G_aF_c+F_aG_c$, $\mathbf s=\chi_a^\dagger\boldsymbol\sigma\chi_c$, $\delta=\chi_a^\dagger\chi_c$. Expand $e^{i\omega r}/r=\sum(2l+1)K_lP_l$, $K_l=i\omega j_l(\omega r_<)h^{(1)}_l(\omega r_>)$. The angular average of $n_{1i}n_{2j}$ with this kernel is $K_1\delta_{ij}/3$. So $\mathbf n_1\cdot\mathbf n_2\to K_1$, the mixed terms vanish, and $(\mathbf n_1\times\mathbf s_1)\cdot(\mathbf n_2\times\mathbf s_2)\to(1-\frac13)K_1\mathbf s_1\cdot\mathbf s_2$. With $R_l(pq)=\alpha\iint p(r_1)q(r_2)K_l\,dr_1dr_2$,

$$I_F=\delta\delta\,[R_0(\varrho\varrho)+R_1(uu)]-\mathbf s_1\cdot\mathbf s_2\,\tfrac23R_1(ww).$$

In Coulomb gauge the gradient term does not see the divergence-free $w$ current. On the $u$ current it gives $-\alpha\iint uu\,\partial_1\partial_2T_0$ with $T_0=(K_0-1/r_>)/\omega^2$; the kinks at $r_1=r_2$ cancel and $j_0'=-j_1$, $h_0'=-h_1$ give $\partial_1\partial_2T_0=K_1$. This removes $R_1(uu)$ and leaves the static $R_0(\varrho\varrho)$.

Call the scalar and magnetic parts $D_{11},B_{11},D_{12},B_{12}$ for direct elements at $\omega=0$ and $\mathcal E,B$ for $1s$–$2s$ exchange at $\Delta=\varepsilon_{2s}-\varepsilon_{1s}$. Each $B$ is $\frac23R_1(ww)$ and enters the matrix element as $-\mathbf s_1\cdot\mathbf s_2\,B$. The product $\mathbf s_1\cdot\mathbf s_2$ is $\pm1$ for parallel or opposite unflipped spins and $2$ for a mutual flip. These elements obey $I_{ab,cd}=I_{cd,ab}$, so the map $f\leftrightarrow i$, $1\leftrightarrow3$, which sends $\Delta_A\to-\Delta_B$, turns the second term of the general formula into the first, as $I'$ is odd. Summing the swap of $i_2,i_3$ gives $\sum\pm I'\tilde I$ with $\tilde I_{ab,cd}=I_{ab,cd}-I_{ab,dc}$. Let $v=2s_\uparrow$, $c$ a core state, $\bar c$ the other. For a point nucleus $2p_{1/2}$ is degenerate with $2s$, but it has odd parity. Hence $1s^22p_{1/2}$ does not mix with $\Phi$, and $n=2p_{1/2}$ has vanishing matrix elements with three $s$ orbitals. Since $I'(0)=0$, line 1 must change shell:

- $f=(c,v,\bar c)$, $i=(v,c,\bar c)$, $n=c$: sign $-$, argument $-\Delta$, giving $+I'_{vc,cv}\tilde I_{c\bar c,c\bar c}$. Summed over $c$: $[(\mathcal E'-B')-2B'](D_{11}+3B_{11})$. With $f_3=v$ no degenerate $n$ exists.
- $f=(v,c,\bar c)$, $i=(c,v,\bar c)$, $n=v$: $-I'_{vc,cv}\tilde I_{v\bar c,v\bar c}$, giving $-(\mathcal E'-B')(D_{12}+B_{12}+2B)+2B'(D_{12}-B_{12}-\mathcal E+B)$.
- $f=(v,1s_\downarrow,1s_\uparrow)$, $i=(1s_\uparrow,v,1s_\downarrow)$, $n=2s_\downarrow$, the Pauli-violating state: sign $+$, giving $(\mathcal E'+B')(-2B_{12}-\mathcal E-B)$. For the opposite core spins $n$ would need projection $3/2$.

Collecting $\mathcal E'$ and $B'$,

$$\Delta E_{3,\rm red}=\mathcal E'[D_{11}+3B_{11}-D_{12}-3B_{12}-\mathcal E-3B]-3B'[D_{11}+3B_{11}-D_{12}+B_{12}+\mathcal E-B].$$

For $Z\alpha=0.598383$, $\gamma=\sqrt{1-(Z\alpha)^2}=0.801210$, the energies $\gamma$ and $\sqrt{(1+\gamma)/2}$ lie $101581.34$ and $26059.83$ eV below $mc^2$, so $\Delta=75521.51$ eV. The real parts, in eV, are $D_{11}=1635.543$, $B_{11}=75.643$, $D_{12}=570.872$, $B_{12}=8.263$, $B=8.086$, $S=3.8637$, and $\mathcal E=73.611$ in both gauges. The derivatives are $B'=3.4899\times10^{-6}$, $\mathcal E'_C=0$ and $\mathcal E'_F=102.32\times10^{-6}=2\cdot3.8637/75521.51$.

The second bracket is $1635.543+3(75.643)-570.872+8.263+73.611-8.086=1365.39$ eV, so the Coulomb-gauge value is $-3(3.4899\times10^{-6})(1365.39)=-0.0143$ eV. The first is $1635.543+3(75.643)-570.872-3(8.263)-73.611-3(8.086)=1168.94$ eV, the gauge difference is $102.32\times10^{-6}\cdot1168.94=0.1196$ eV, and the Feynman value is $0.1196-0.0143=0.1053$ eV. The one-photon energy $D_{11}+3B_{11}+2D_{12}-\mathcal E+3B$ is $2954.86$ eV. The spinor reduction, the gauge identity, the derivatives and the closed form are each checked numerically below.

**Q.** The sign changes with gauge, and the printed values are complex. What am I to keep?

**A.** The sign change follows from the formula: both brackets are positive, $B'$ is common to the gauges, and $\mathcal E'_F$ is about ten times $3B'$. The imaginary parts, $+0.0101$ eV in Feynman and $-0.0004$ eV in Coulomb gauge, appear because at $\mu=0$ the frequency $\Delta$ lies above the photon threshold; they depend on gauge and are not widths. The real part enters the level shift, but only in the sum with the irreducible three-electron term, not computed for this ion, which by the closure argument moves by $-0.1196$ eV from Coulomb to Feynman gauge. The numbers also leave out the ladder and crossed diagrams, radiative corrections, nuclear size and recoil.

## Computed results

```
Single-diagram model (model energy unit u): kA, kB, dA, dB = 3.0 4.0 0.5 0.75 u
I_A=-0.685714 u, I_B=-0.518219 u, I'_A=-0.078367, I'_B=-0.050353
M_A=-0.241633, M_B=-0.138996 (dimensionless)
three-electron contour=0.11330675 u, M part=0.11026500 u, derivative part=0.00304175 u
ladder contour=0.19183437 u, principal-value part=0.08156937 u
5-level model: Hamiltonian three-body E4=-6.81908330e-03 u, irr=-9.45949865e-03 u, red=2.64041535e-03 u
gauge change, local f: irr=2.50317415e-02 u, red=-2.50317415e-02 u; nonlocal f: sum=-1.8438e-01 u
spin model: ladder irr=0.4367747, ladder red=-0.0294041, crossed=0.5170011 u
  three irr=-0.4098333, three red=-0.0078815, Hamiltonian total=0.5066571 u
soft mode k=0.01 u: ladder red=2.273979e+03 u, crossed=-2.273979e+03 u
soft mode k=0.001 u: ladder red=2.273960e+05 u, crossed=-2.273960e+05 u
Pb: Z=82, Z*alpha=0.598383, gamma=0.801210, mc2=510998.95 eV
binding 1s=-101581.34 eV, 2s=-26059.83 eV, Delta=75521.51 eV
D11=1635.5431 eV, B11=75.6427 eV
D12=570.8715 eV, B12=8.2625 eV
E Feynman=73.6105 -0.0000i eV, E Coulomb=73.6105 eV
B=8.0855 +0.0059i eV, S(Delta)=3.8637 +0.3377i eV
1e6*E' Feynman=102.3206 +8.9429i, 1e6*2S/Delta=102.3206 +8.9429i (dimensionless)
1e6*B'=3.4899 +0.0891i (dimensionless)
one-photon exchange energy=2954.860 +0.018i eV
reducible three-electron, Feynman=0.105312 +0.010087i eV
reducible three-electron, Coulomb=-0.014295 -0.000365i eV
bracket multiplying E'=1168.9451 -0.0176i eV, gauge difference=0.119607 +0.010452i eV
```
